# Mean free path of free electrons in copper from its resistivity

**Data and model.** Copper is treated as a free-electron metal with electron density $n=8.47\times10^{28}\ \mathrm{m^{-3}}$ and resistivity $\rho=1.68\ \mu\Omega\,\mathrm{cm}$. The energy of an electron with wavevector $\mathbf k$ is $\varepsilon=\hbar^2k^2/2m$, its velocity is $\mathbf v=\hbar\mathbf k/m$, and each $\mathbf k$ holds two electrons of opposite spin. The electron charge is $-e$, with $e>0$. The sample is a uniform bulk piece, and thermal quantities are evaluated at $300\ \mathrm K$. The resistivity is the value near $20\ ^\circ\mathrm C$; its rise of about 3 % up to $300\ \mathrm K$, which would shorten the mean free path by about $1\ \mathrm{nm}$, is neglected.

Constants: $e=1.60218\times10^{-19}\ \mathrm C$, $m=9.10938\times10^{-31}\ \mathrm{kg}$, $\hbar=1.05457\times10^{-34}\ \mathrm{J\,s}$; at $300\ \mathrm K$, $k_BT=0.02585\ \mathrm{eV}$.

## Part (a): The Fermi sphere

**Question.** Derive the Fermi wavenumber $k_F$ from the density. Calculate $k_F$, the Fermi speed $v_F$ and the Fermi energy $E_F$, and decide whether the electrons form a degenerate gas at $300\ \mathrm K$.

**Answer.** Take a cube of side $L$ with periodic boundary conditions. A plane wave fits if each component of $\mathbf k$ is an integer multiple of $2\pi/L$, so each allowed $\mathbf k$ occupies a volume $(2\pi/L)^3$ in $\mathbf k$-space. At zero temperature the $N$ electrons fill the states of lowest energy. Since $\varepsilon$ depends on $k$ alone, these fill a sphere of radius $k_F$. With two electrons per allowed $\mathbf k$,

$$N=2\,\frac{\tfrac{4}{3}\pi k_F^3}{(2\pi/L)^3}=\frac{8\pi k_F^3}{3}\,\frac{L^3}{8\pi^3}=\frac{k_F^3L^3}{3\pi^2}.$$

Dividing by $L^3$ gives

$$n=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

The numbers are

$$k_F=(2.5079\times10^{30}\ \mathrm{m^{-3}})^{1/3}=1.3586\times10^{10}\ \mathrm{m^{-1}},$$

$$v_F=\frac{\hbar k_F}{m}=1.573\times10^{6}\ \mathrm{m/s},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=7.03\ \mathrm{eV}.$$

The ratio $k_BT/E_F=0.00368$ is much smaller than one, so the gas is strongly degenerate. Heating to $300\ \mathrm K$ changes the occupation only in a thin shell around the Fermi sphere.

## Part (b): The distribution in an electric field

**Question.** A weak uniform field $E$ points along $+x$. Collisions are described by a relaxation time $\tau$. Set up the steady-state Boltzmann equation, solve it to first order in $E$, and find the mean velocity of the electrons when $\tau$ is a constant.

**Answer.** Let $f(\mathbf k,t)$ be the probability that a state is occupied, and $f_0(\varepsilon)$ its equilibrium value, the Fermi function. The force on an electron is $-eE$, hence

$$\hbar\frac{dk_x}{dt}=-eE.$$

Without collisions, $f$ stays constant along this motion, because the electrons merely move from one $\mathbf k$ to another. Collisions remove electrons from a state at the rate $f/\tau$ and supply them at the rate $f_0/\tau$. The rate of change along the motion is therefore

$$\frac{\partial f}{\partial t}+\frac{dk_x}{dt}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

There is no term with a spatial gradient because the sample is uniform. In the steady state $\partial f/\partial t=0$, and inserting the force gives

$$-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}
\quad\Longrightarrow\quad
f=f_0+\frac{eE\tau}{\hbar}\frac{\partial f}{\partial k_x}.$$

The last term already contains one factor of $E$. To first order, $f$ inside the derivative may be replaced by $f_0$:

$$f\simeq f_0+\frac{eE\tau}{\hbar}\frac{\partial f_0}{\partial k_x}.$$

For constant $\tau$ this is the start of the Taylor series of $f_0$ evaluated at $k_x+eE\tau/\hbar$. To first order in the field, the Fermi sphere is thus displaced by $-eE\tau/\hbar$, against the field, as befits a negative charge.

The mean displacement follows without the first-order approximation if $\tau$ is constant. Multiply the steady-state equation by $k_x$ and integrate over all $\mathbf k$. The term with $f_0$ vanishes because $f_0$ is even in $k_x$. Integration by parts, with $f\to0$ at large $k$, gives

$$\int k_xf\,d^3k=\frac{eE\tau}{\hbar}\int k_x\frac{\partial f}{\partial k_x}\,d^3k=-\frac{eE\tau}{\hbar}\int f\,d^3k.$$

Hence $\langle k_x\rangle=-eE\tau/\hbar$, and the drift velocity is

$$\langle v_x\rangle=\frac{\hbar\langle k_x\rangle}{m}=-\frac{eE\tau}{m}.$$

The steady-state equation, integrated over $k_y$ and $k_z$, was also solved by finite differences. The solution was tested against both this mean displacement and the first-order form, integrated in the same way.

## Part (c): The conductivity

**Question.** Allow $\tau$ to depend smoothly on energy. Derive the conductivity $\sigma$ of the degenerate gas, and show which electrons determine it.

**Answer.** The number of electron states per unit volume in $d^3k$ is $2\,d^3k/(2\pi)^3$. Each occupied state contributes $-ev_x$ to the current density:

$$j_x=-e\int\frac{2\,d^3k}{(2\pi)^3}\,v_xf.$$

The equilibrium part gives no current, since $v_x$ is odd in $k_x$ and $f_0$ is even. In the first-order part, the chain rule gives

$$\frac{\partial f_0}{\partial k_x}=\frac{\partial\varepsilon}{\partial k_x}\frac{\partial f_0}{\partial\varepsilon}=\hbar v_x\frac{\partial f_0}{\partial\varepsilon}.$$

The factor $\hbar$ cancels, and the minus sign of the charge combines with the negative slope of $f_0$:

$$j_x=e^2E\int\frac{2\,d^3k}{(2\pi)^3}\,v_x^2\,\tau\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

The current is along the field, and $\sigma=j_x/E$.

Next use $d^3k=k^2\,dk\,d\Omega$. By symmetry $v_x^2$, $v_y^2$ and $v_z^2$ have the same average over directions, and their sum is $v^2$. Thus $\int v_x^2\,d\Omega=4\pi v^2/3$, and the prefactor becomes

$$\frac{2}{8\pi^3}\,\frac{4\pi}{3}=\frac{1}{3\pi^2}.$$

Changing variable with $d\varepsilon=\hbar v\,dk$ removes one factor of $v$:

$$\sigma=\frac{e^2}{3\pi^2\hbar}\int k^2\,v\tau\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon.$$

The function $-\partial f_0/\partial\varepsilon$ is a narrow peak of unit area centred on the chemical potential. With $u=(\varepsilon-\mu)/k_BT$,

$$-\frac{\partial f_0}{\partial\varepsilon}\,d\varepsilon=\frac{du}{4\cosh^2(u/2)},\qquad
\int_{-5}^{5}\frac{du}{4\cosh^2(u/2)}=\tanh\frac52=0.987.$$

About 98.7 % of the weight lies within $5k_BT$ of the centre, and the conductivity integral at $300\ \mathrm K$ gives the same share. Since $k^2v\tau$ hardly changes across this peak, it can be taken at the Fermi level:

$$\sigma=\frac{e^2k_F^2}{3\pi^2\hbar}\,v_F\tau(E_F).$$

The peak is symmetric, so the linear variation of $k^2v\tau$ across it averages to zero. Its centre $\mu$ differs from $E_F$ at fixed density only in second order, by the relative amount $-(\pi^2/12)(k_BT/E_F)^2$. The leading thermal correction is then of relative order $(k_BT/E_F)^2\approx10^{-5}$, provided that $\tau$ varies on the scale of $E_F$. Numerical integration at $300\ \mathrm K$, with $\mu$ set equal to $E_F$, was tested for constant $\tau$ and for constant $v\tau$. Both agree with this formula within one part in $10^4$.

Finally insert $v_F=\hbar k_F/m$ and $k_F^3=3\pi^2n$:

$$\sigma=\frac{e^2\tau}{m}\,\frac{k_F^3}{3\pi^2}=\frac{ne^2\tau}{m}.$$

The full density $n$ appears although the integral comes from a thin shell. The two descriptions agree: displacing the whole sphere leaves its interior filled, and changes the occupation only at its surface.

## Part (d): The mean free path

**Question.** Suppose that collisions occur at the constant rate $1/\tau$. Show that the mean distance travelled between collisions at the Fermi speed is $\lambda=v_F\tau$, and that for copper it is about $39\ \mathrm{nm}$.

**Answer.** Let $P(t)$ be the probability that an electron has not collided by time $t$ after its last collision. In a short time $dt$ it collides with probability $dt/\tau$, so

$$P(t+dt)=P(t)\left(1-\frac{dt}{\tau}\right)
\quad\Longrightarrow\quad
\frac{dP}{dt}=-\frac{P}{\tau}.$$

With $P(0)=1$ this gives $P=e^{-t/\tau}$. The probability that the flight ends between $t$ and $t+dt$ is $P\,dt/\tau$. The mean flight time is, by parts,

$$\langle t\rangle=\int_0^\infty t\,\frac{e^{-t/\tau}}{\tau}\,dt
=\Big[-te^{-t/\tau}\Big]_0^\infty+\int_0^\infty e^{-t/\tau}\,dt=0+\tau.$$

The electrons that determine the conductivity move at speeds very close to $v_F$, so the mean distance is $\lambda=v_F\tau$.

The relaxation time follows from $\rho=1/\sigma=m/(ne^2\tau)$:

$$\tau=\frac{m}{ne^2\rho}.$$

The resistivity must be in SI units. Since $1\ \mu\Omega\,\mathrm{cm}=10^{-6}\times10^{-2}\ \Omega\,\mathrm m=10^{-8}\ \Omega\,\mathrm m$, the value is $\rho=1.68\times10^{-8}\ \Omega\,\mathrm m$. Then

$$ne^2\rho=3.6527\times10^{-17}\ \mathrm{kg/s},$$

$$\tau=\frac{9.10938\times10^{-31}\ \mathrm{kg}}{3.6527\times10^{-17}\ \mathrm{kg/s}}=2.494\times10^{-14}\ \mathrm s,$$

$$\lambda=(1.573\times10^{6}\ \mathrm{m/s})(2.494\times10^{-14}\ \mathrm s)=3.92\times10^{-8}\ \mathrm m\approx39\ \mathrm{nm}.$$

A simulation of random collisions at rate $1/\tau$ gives a mean flight of $39.1\ \mathrm{nm}$. Its difference from $39.2\ \mathrm{nm}$ is within the sampling noise, which is about $1/\sqrt{20000}=0.7\,\%$ for the 20 000 flights followed.

For comparison, the length $n^{-1/3}$, the side of a cube containing one electron on average, is $0.228\ \mathrm{nm}$. The mean free path is 172 times longer. Also $k_F\lambda\approx530$, so an electron wave passes through many oscillations between collisions. This supports giving the electron a fairly definite wavevector, as the Boltzmann equation does.

## Part (e): What the result depends on

**Question.** Write $\lambda$ in terms of $n$ and $\rho$ without the electron mass. Find the product $\rho\lambda$, and discuss how $\lambda$ responds to changes in $m$, $\rho$ and $n$.

**Answer.** Substitute $v_F$ and $\tau$:

$$\lambda=\frac{\hbar k_F}{m}\,\frac{m}{ne^2\rho}=\frac{\hbar(3\pi^2n)^{1/3}}{ne^2\rho}.$$

The mass cancels. If the electrons had a mass $1.5m$ at the same $n$ and $\rho$, their Fermi speed would be smaller by a factor 1.5, and the relaxation time inferred from $\rho$ would be larger by the same factor. This cancellation was tested by inverting the numerical conductivity integral for both masses. The values of $v_F$ and $\tau$ separately do depend on the mass, so $\lambda$ is the more robust quantity within a parabolic band.

Multiplying by $\rho$ and using $n=k_F^3/3\pi^2$,

$$\rho\lambda=\frac{\hbar k_F}{ne^2}=\frac{3\pi^2\hbar}{e^2k_F^2}=6.59\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

Division by $1.68\times10^{-8}\ \Omega\,\mathrm m$ returns $39.2\ \mathrm{nm}$. The product contains no property of the collisions. At fixed density, a purer or colder sample with half the resistivity has twice the mean free path.

At fixed $\rho$ the density enters as $n^{1/3}/n=n^{-2/3}$. A density larger by 1 % changes $\lambda$ by $-0.66\,\%$. The reason is visible in $\sigma=e^2k_F^2\lambda/(3\pi^2\hbar)$: a larger Fermi sphere has more surface, proportional to $k_F^2$, so a shorter path suffices for the same conductivity.

## Part (f): Three speeds

**Question.** A copper wire $10\ \mu\mathrm m$ thick carries $j=1.0\times10^{10}\ \mathrm{A/m^2}$ in a pulse of one microsecond, short enough for Joule heating to stay below $1\ \mathrm K$. Find the field and the drift speed, and check that the field is weak in the sense of part (b). Then explain why $\lambda$ must be formed with $v_F$, and not with the drift speed or the classical thermal speed $\sqrt{3k_BT/m}$.

**Answer.** The field and the drift speed are

$$E=\rho j=168\ \mathrm{V/m},\qquad v_d=\frac{j}{ne}=0.737\ \mathrm{m/s}.$$

The ratio $v_d/v_F=4.7\times10^{-7}$ is also the displacement of the Fermi sphere divided by its radius. A stricter condition comes from the thickness of the thermal shell. The function $f_0$ changes over an energy $k_BT$, which corresponds to a change $k_BT/(\hbar v_F)$ in wavenumber. The first-order solution is accurate at each $\mathbf k$ near the Fermi surface if the displacement is much smaller than this:

$$\frac{eE\tau}{\hbar}\ll\frac{k_BT}{\hbar v_F}
\quad\Longleftrightarrow\quad
eE\lambda\ll k_BT.$$

The left side is the energy gained over one mean free path along the force. Here it is $168\ \mathrm{V/m}\times3.92\times10^{-8}\ \mathrm m\times e=6.6\times10^{-6}\ \mathrm{eV}$, far below $0.02585\ \mathrm{eV}$. The field is weak by this standard too.

The drift speed is the mean of velocities that almost cancel. The product $v_d\tau=1.8\times10^{-14}\ \mathrm m$ is the average advance of the electron gas in a time $\tau$, not the length of an individual flight.

The classical thermal speed is $1.168\times10^5\ \mathrm{m/s}$, and multiplying it by $\tau$ would give $2.91\ \mathrm{nm}$. The conductivity formula does not by itself expose this error. For constant $\tau$, the general integral of part (c) can be integrated by parts at any temperature:

$$\sigma=-\frac{e^2\tau}{\hbar}\int\frac{2\,d^3k}{(2\pi)^3}\,v_x\frac{\partial f_0}{\partial k_x}
=\frac{e^2\tau}{\hbar}\int\frac{2\,d^3k}{(2\pi)^3}\,f_0\frac{\partial v_x}{\partial k_x}
=\frac{ne^2\tau}{m},$$

because $\partial v_x/\partial k_x=\hbar/m$. A dilute classical gas and a degenerate gas therefore have the same $\sigma$ for the same $n$, $m$ and constant $\tau$. What differs is the speed of the electrons. In the classical limit, $k_BT\gg E_F$, the thermal speed sets the scale of the path. In copper $k_BT/E_F=0.00368$, and the exclusion principle places the relevant electrons at $v_F$.

## Part (g): Limits of the estimate

**Question.** State how the interpretation changes if collisions deflect electrons mainly through small angles. Then find the condition on the width $w$ of a wire for the bulk calculation to apply, and name the main approximation specific to copper.

**Answer.** Part (d) assumed that each collision erases the memory of the previous direction. Suppose instead that elastic collisions occur at intervals $\tau_c$ on average, and that each deflects an electron by an angle $\theta$, with all azimuths equally likely. On average a fraction $\langle\cos\theta\rangle$ of the velocity survives each collision. Without a field, the mean velocity then obeys

$$\frac{d\langle\mathbf v\rangle}{dt}=-\frac{1-\langle\cos\theta\rangle}{\tau_c}\langle\mathbf v\rangle,
\qquad\text{so}\qquad
\tau=\frac{\tau_c}{1-\langle\cos\theta\rangle}.$$

The resistivity measures this $\tau$, the decay time of the current. For isotropic scattering $\langle\cos\theta\rangle=0$ and $\tau=\tau_c$. If small angles dominate, $\tau>\tau_c$. The length of $39\ \mathrm{nm}$ is then the distance over which the direction of motion is lost, and the distance between individual collisions is shorter.

In a narrow wire, the surfaces can make $f$ vary across the width. The Boltzmann equation then contains the additional term $\mathbf v\cdot\nabla f$. If $\delta f$ is the departure from equilibrium and it varies over the width $w$, this term is of order $v_F\,\delta f/w$, while the collision term is of order $\delta f/\tau$. Their ratio is

$$\frac{v_F\,\delta f/w}{\delta f/\tau}=\frac{v_F\tau}{w}=\frac{\lambda}{w}.$$

The bulk treatment needs $w\gg\lambda$. For widths near $39\ \mathrm{nm}$ the neglected term is as large as the one retained, unless the surfaces reflect electrons without disturbing their motion along the wire. The resistivity of such a wire can therefore exceed the bulk value, and inserting it in the formula of part (e) would not give the bulk mean free path. The condition $w\gg\lambda$ is necessary but not sufficient for a real wire: grain boundaries also scatter electrons, so the grain size must likewise be much larger than $\lambda$ for the bulk resistivity to apply.

The main approximation specific to copper is the spherical Fermi surface with a single relaxation time. In the real metal the surface is not a perfect sphere, and both the speed and the relaxation time can vary over it. The values of $v_F$ and $\tau$ found above belong to the free-electron mass and should not be read separately as those of the real metal. The value of $39\ \mathrm{nm}$ is one effective length for the free-electron model. The three-figure input data would support $39.2\ \mathrm{nm}$ as arithmetic, with a rounding uncertainty of about $0.1\ \mathrm{nm}$, but the model does not justify a claim of that accuracy for the metal. The main values used in these answers are collected in the numerical output below.

## Table of computed values

```
electron density n: 8.470e+28 m^-3
resistivity rho: 1.68 microohm cm
resistivity rho in SI: 1.680e-08 ohm m
elementary charge e: 1.60218e-19 C
electron mass m: 9.10938e-31 kg
reduced Planck constant hbar: 1.05457e-34 J s
3 pi^2 n: 2.5079e+30 m^-3
Fermi wavenumber k_F: 1.3586e+10 m^-1
Fermi speed v_F: 1.5729e+06 m/s
Fermi energy E_F: 7.033 eV
temperature for comparisons: 300 K
thermal energy kT: 0.02585 eV
ratio kT/E_F: 0.00368
n e^2 rho: 3.6527e-17 kg/s
relaxation time tau: 2.4939e-14 s
mean free path lambda: 3.9225e-08 m
mean free path lambda: 39.23 nm
product rho*lambda: 6.590e-16 ohm m^2
simulated mean flight distance: 39.1 nm
conductivity share within about 5 kT of E_F: 98.7 %
length n^(-1/3): 0.228 nm
lambda divided by n^(-1/3): 172
chosen current density: 1.0e+10 A/m^2
field at this current density: 168.0 V/m
drift speed at this current density: 0.737 m/s
drift speed / Fermi speed: 4.69e-07
classical thermal speed: 1.168e+05 m/s
length from classical speed: 2.91 nm
change of lambda for 1 % larger n: -0.66 %
```
